\section*{Point-charge electric-field gradients in planar trihalides and tetrahedral adducts}

\section{Definitions and conventions}

The nucleus of the central atom M lies at the origin. Ligand $k$ is a point charge $q_k$ at distance $d_k$ in the direction of the unit vector $\mathbf n_k$. The ligands produce the electrostatic potential $V(\mathbf r)$, and the electric-field gradient at the nucleus is the symmetric tensor
\begin{equation}
V_{ij}=\left.\frac{\partial^2V}{\partial r_i\,\partial r_j}\right|_{\mathbf r=0},\qquad i,j\in\{x,y,z\}.
\end{equation}
Since $E_i=-\partial_iV$, this is minus the derivative of the field. The elementary charge $e$ is positive, so a negative halide has $q<0$. The charge of M itself is left out of $V$ here; its valence electrons are treated in Section~\ref{sec:valence}.

In the principal axes the tensor is diagonal. The $z$ axis is the one with the largest $|V_{ii}|$, and the asymmetry parameter is
\begin{equation}
\eta=\frac{V_{xx}-V_{yy}}{V_{zz}},
\end{equation}
with $x$ and $y$ labelled so that $\eta\ge0$. If the tensor vanishes, $\eta$ is undefined. For equal ligands the strength of one ligand is
\begin{equation}
K=\frac{q}{4\pi\varepsilon_0d^3},
\end{equation}
which has the sign of $q$. Gradients are given in V/\AA$^2$, where $1$~V/\AA$^2=10^{20}$~V/m$^2$.

\section{The tensor of a set of point charges}

Let $\mathbf R=d\,\mathbf n$ be the position of one charge and $s=|\mathbf r-\mathbf R|$. Because $\partial_is=(r_i-R_i)/s$,
\begin{align}
\partial_i\frac1s&=-\frac{r_i-R_i}{s^3},\\
\partial_j\partial_i\frac1s&=-\frac{\delta_{ij}}{s^3}+\frac{3(r_i-R_i)(r_j-R_j)}{s^5}.
\end{align}
At $\mathbf r=0$ we have $s=d$, and the two minus signs in the product cancel, which leaves $(3n_in_j-\delta_{ij})/d^3$. Potentials add, so
\begin{equation}
V_{ij}=\sum_k\frac{q_k}{4\pi\varepsilon_0d_k^3}\left(3n_{ki}n_{kj}-\delta_{ij}\right).
\label{eq:general}
\end{equation}
This is the form to implement for arbitrary ligands. For $N$ equal ligands it becomes
\begin{equation}
V_{ij}=K\left(3S_{ij}-N\delta_{ij}\right),\qquad S_{ij}=\sum_{k=1}^{N}n_{ki}n_{kj}.
\label{eq:equal}
\end{equation}
Each $\mathbf n_k$ has unit length, so $S_{xx}+S_{yy}+S_{zz}=N$ and the trace of $V_{ij}$ is $K(3N-3N)=0$, as Laplace's equation requires where there is no charge.

A single ligand on the $z$ axis gives $V_{zz}=2K$ and $V_{xx}=V_{yy}=-K$. These values are used repeatedly below.

\section{The regular planar trihalide}

Put the three halides in the $xy$ plane at azimuths $0^\circ$, $120^\circ$ and $240^\circ$:
\begin{equation}
\mathbf n_1=(1,0,0),\quad
\mathbf n_2=\left(-\tfrac12,\tfrac{\sqrt3}2,0\right),\quad
\mathbf n_3=\left(-\tfrac12,-\tfrac{\sqrt3}2,0\right).
\end{equation}
The sums are
\begin{align}
S_{xx}&=1+\tfrac14+\tfrac14=\tfrac32,\\
S_{yy}&=0+\tfrac34+\tfrac34=\tfrac32,\\
S_{xy}&=0-\tfrac{\sqrt3}4+\tfrac{\sqrt3}4=0.
\end{align}
All elements with an index $z$ vanish. With $N=3$, Eq.~(\ref{eq:equal}) gives
\begin{equation}
V_{xx}=V_{yy}=K\left(\tfrac92-3\right)=\tfrac32K,\qquad V_{zz}=-3K,\qquad \eta=0.
\label{eq:planar}
\end{equation}
The largest element belongs to the normal of the plane, in accord with the choice of $z$.

For negative halides $K<0$, hence $V_{zz}>0$. A step along the normal leads away from all three negative charges and raises the potential, so the curvature along $z$ is positive. Zero trace then demands negative curvature in the plane.

\paragraph{One unequal halide.} Let the ligand on the $x$ axis have strength $K+\Delta$ in place of $K$. The extra strength $\Delta$ acts as a single charge on $x$ and adds $2\Delta$ to $V_{xx}$ and $-\Delta$ to both $V_{yy}$ and $V_{zz}$:
\begin{equation}
V_{xx}=\tfrac32K+2\Delta,\quad V_{yy}=\tfrac32K-\Delta,\quad V_{zz}=-3K-\Delta.
\end{equation}
While $|\Delta|$ is small enough that $V_{zz}$ remains the largest element,
\begin{equation}
\eta=\left|\frac{3\Delta}{3K+\Delta}\right|\approx\left|\frac{\Delta}{K}\right|.
\end{equation}
The asymmetry parameter thus responds at first order to unequal halides.

\section{The regular tetrahedron}

\subsection{Direct sum}

Four alternate corners of a cube form a regular tetrahedron:
\begin{equation}
\mathbf n_k=\tfrac1{\sqrt3}\times\left\{(1,1,1),\,(1,-1,-1),\,(-1,1,-1),\,(-1,-1,1)\right\}.
\end{equation}
Every squared component is $1/3$, so each diagonal element of $S$ is $4/3$. The off-diagonal elements are
\begin{align}
S_{xy}&=\tfrac13(1-1-1+1)=0,\\
S_{xz}&=\tfrac13(1-1+1-1)=0,\\
S_{yz}&=\tfrac13(1+1-1-1)=0.
\end{align}
With $N=4$ and four equal charges,
\begin{equation}
V_{ij}=K\left(3\cdot\tfrac43-4\right)\delta_{ij}=0.
\end{equation}
A tensor that vanishes in one set of axes vanishes in all, so the orientation of the tetrahedron is immaterial.

\subsection{Why it vanishes}

The result follows from symmetry and does not depend on the point-charge model. If a rotation $R$ maps the charge distribution onto itself, the tensor must satisfy $V=RVR^{\mathsf T}$. The tetrahedron above has these rotations:
\begin{enumerate}
\item The half turn about $z$ changes the signs of $x$ and $y$. It sends $V_{xz}$ to $-V_{xz}$ and $V_{yz}$ to $-V_{yz}$, so both vanish. The half turn about $x$ does the same to $V_{xy}$.
\item The threefold rotation about $(1,1,1)$ permutes $x$, $y$ and $z$ cyclically, so $V_{xx}=V_{yy}=V_{zz}$.
\end{enumerate}
What remains is a multiple of the unit tensor, and zero trace makes that multiple zero.

If electrons have a finite density at the nucleus, Poisson's equation gives a nonzero trace. That part is isotropic and cannot orient a nucleus. The field gradient is then defined as the traceless part, which still vanishes. The argument therefore covers extended electron clouds, provided that the whole distribution has the tetrahedral rotations. It was tested on three unequal charges in random directions at different distances: alone they give a clear gradient, and with their copies under the twelve rotations of the tetrahedron they give none within numerical error.

The planar halide has a threefold axis too, but no rotation that exchanges its normal with a direction in the plane. Symmetry makes $V_{xx}=V_{yy}$ there and leaves $V_{zz}=-2V_{xx}$ free.

\subsection{The potential that remains}

A zero gradient does not mean a constant potential. For $r<d$ each ligand contributes
\begin{equation}
\frac{q}{4\pi\varepsilon_0}\sum_{l}\frac{r^l}{d^{l+1}}P_l(\mathbf n_k\cdot\hat{\mathbf r}).
\end{equation}
The $l=1$ terms cancel because $\sum_k\mathbf n_k=0$, and the $l=2$ terms are those just shown to vanish. For $l=3$,
\begin{equation}
r^3P_3=\tfrac52(\mathbf n_k\cdot\mathbf r)^3-\tfrac32r^2(\mathbf n_k\cdot\mathbf r).
\end{equation}
The second part sums to zero. In the sum of the cubes,
\begin{multline}
(x+y+z)^3+(x-y-z)^3\\+(-x+y-z)^3+(-x-y+z)^3=24xyz,
\end{multline}
because terms such as $x^3$ and $x^2y$ occur with two signs of each kind, while $6xyz$ has a positive sign in all four cubes. Division by $3\sqrt3$ and multiplication by $5/2$ give
\begin{equation}
V(\mathbf r)=V(0)+\frac{20}{\sqrt3}\,\frac{q\,xyz}{4\pi\varepsilon_0d^4}+\dots
\end{equation}
The potential first varies at third order, which a second derivative at the centre does not detect.

\section{From planar halide to adduct}

When a donor binds to M on the $+z$ side, the halides bend away from it. Let each M--X bond point below the plane by an angle $\beta$, and let the donor have charge $q'$, distance $d'$ and strength $K'=q'/(4\pi\varepsilon_0d'^3)$. The halide directions are
\begin{equation}
\mathbf n_k=(\cos\beta\cos\varphi_k,\ \cos\beta\sin\varphi_k,\ -\sin\beta).
\end{equation}
The azimuthal sums of the planar case give $S_{xx}=S_{yy}=\frac32\cos^2\beta$ and $S_{xy}=0$. Also $S_{zz}=3\sin^2\beta$, and $S_{xz}=S_{yz}=0$ because $\sum_k\cos\varphi_k=\sum_k\sin\varphi_k=0$. With the $2K'$ of the donor,
\begin{equation}
V_{zz}=K\left(9\sin^2\beta-3\right)+2K',\qquad V_{xx}=V_{yy}=-\tfrac12V_{zz}.
\label{eq:adduct}
\end{equation}
The threefold axis keeps $\eta=0$ whenever $V_{zz}\ne0$.

\paragraph{Tetrahedral angles.} The angle between donor and halide has cosine $-\sin\beta$, which must equal $-1/3$. Then $9\sin^2\beta=1$ and
\begin{equation}
V_{zz}=-2K+2K'=2(K'-K).
\label{eq:unequal}
\end{equation}
Bending lowers the halide part from $-3K$ to $-2K$, and an equal fourth ligand cancels the rest. A donor with $K'\neq K$ leaves a gradient even at ideal angles. Relative to the free planar halide with the same $K$, the ratio is
\begin{equation}
\frac{V_{zz}^{\rm adduct}}{V_{zz}^{\rm planar}}=\frac{2(K'-K)}{-3K}=\frac23\left(1-\frac{K'}K\right).
\label{eq:ratio}
\end{equation}
It tends to $2/3$ for a donor of negligible charge and to zero for one that matches the halides.

\paragraph{Small distortions.} For four equal ligands $V_{zz}=K(9\sin^2\beta-1)$. At the regular tetrahedron $\sin\beta=1/3$ and $\cos\beta=2\sqrt2/3$, so
\begin{equation}
\frac{dV_{zz}}{d\beta}=18K\sin\beta\cos\beta=4\sqrt2\,K\quad\text{per radian}.
\label{eq:slope}
\end{equation}
If instead one bond is stretched to $d'=d(1+\epsilon)$ at fixed angles and charges, $K'\approx K(1-3\epsilon)$ and Eq.~(\ref{eq:unequal}) gives $V_{zz}\approx-6K\epsilon$. Both responses are linear, so either distortion alone gives a gradient at first order. Together they add to $V_{zz}\approx4\sqrt2K\,\delta\beta-6K\epsilon$, which cancels for $\epsilon=\frac{2\sqrt2}3\,\delta\beta$. Along that combination the gradient appears only at second order.

\paragraph{The converse fails.} Equation~(\ref{eq:adduct}) vanishes whenever
\begin{equation}
\sin^2\beta=\frac13-\frac{2K'}{9K},
\end{equation}
if the right-hand side lies between 0 and 1. Without a donor this means $\sin^2\beta=1/3$. The cosine of the X--M--X angle is
\begin{equation}
\mathbf n_1\cdot\mathbf n_2=-\tfrac12\cos^2\beta+\sin^2\beta=\tfrac32\sin^2\beta-\tfrac12,
\end{equation}
which is then zero. A bare pyramid with three right angles has no gradient in this model, so a vanishing gradient alone does not prove a tetrahedron.

\section{The quadrupole line}

Let $\rho$ be the nuclear charge density. Its energy in the potential is $\int\rho V\,d^3r$. The zeroth-order term does not depend on orientation, and the first-order term vanishes because a nuclear state of definite parity has no electric dipole. The second-order term is
\begin{equation}
U=\tfrac12\sum_{ij}V_{ij}\int\rho\,r_ir_j\,d^3r .
\end{equation}
With $Q_{ij}=\int\rho\,(3r_ir_j-r^2\delta_{ij})\,d^3r$, the integral equals $\frac13Q_{ij}+\frac13\delta_{ij}\int\rho r^2d^3r$. The second piece meets the zero trace of $V_{ij}$ and drops out:
\begin{equation}
U=\tfrac16\sum_{ij}V_{ij}Q_{ij}.
\end{equation}

Within one level of nuclear spin $I$, the Wigner--Eckart theorem makes all symmetric traceless tensor operators of second rank proportional to each other. Hence
\begin{equation}
Q_{ij}=C\left[\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}I(I+1)\right].
\end{equation}
The quadrupole moment $Q$ is defined by the expectation value $eQ$ of $Q_{zz}$ in the state $m=I$. There the bracket is $3I^2-I(I+1)=I(2I-1)$, so $C=eQ/[I(2I-1)]$, which requires $I\ge1$.

For an axial tensor $V_{xx}=V_{yy}=-\frac12V_{zz}$, and $Q_{xx}+Q_{yy}=-Q_{zz}$. Therefore $\sum_{ij}V_{ij}Q_{ij}=V_{zz}(Q_{zz}+\frac12Q_{zz})=\frac32V_{zz}Q_{zz}$, and
\begin{equation}
H=\frac{eQV_{zz}}{4I(2I-1)}\left[3I_z^2-I(I+1)\right].
\end{equation}
For $I=3/2$ the prefactor is $eQV_{zz}/12$. The bracket is $\frac{27}4-\frac{15}4=3$ for $m=\pm\frac32$ and $\frac34-\frac{15}4=-3$ for $m=\pm\frac12$. The levels are $\pm eQV_{zz}/4$, and without a magnetic field there is one line:
\begin{equation}
\nu=\frac{e|QV_{zz}|}{2h}.
\label{eq:line}
\end{equation}
Its frequency does not reveal the sign of $V_{zz}$. In a regular tetrahedron the levels coincide and the line is absent.

\section{Worked example}

The parameters are round model values: $q=-0.5\,e$, $d=2.0$~\AA, $I=3/2$ and $Q=0.1$~barn. With $e/(4\pi\varepsilon_0)=14.3996$~V\,\AA,
\begin{equation}
K=\frac{-0.5\times14.3996}{2.0^3}=-0.900\ \text{V/\AA}^2 .
\end{equation}

\paragraph{Planar halide.} Equation~(\ref{eq:planar}) gives $V_{zz}=-3K=2.70$~V/\AA$^2=2.70\times10^{20}$~V/m$^2$ and $V_{xx}=V_{yy}=-1.35$~V/\AA$^2$. The coupling $eQV_{zz}/h$ is $0.653$~MHz, and the line lies at half of this, $0.326$~MHz.

\paragraph{Four equal ligands.} At $\beta=19.47^\circ$ the three halides give $+1.80$~V/\AA$^2$ and the fourth ligand gives $-1.80$~V/\AA$^2$. The sum is zero.

\paragraph{A weaker donor.} For a donor of charge $-0.2\,e$ at 2.0~\AA, $K'=-0.360$~V/\AA$^2$. At tetrahedral angles
\begin{equation}
V_{zz}=2(-0.360+0.900)=1.08\ \text{V/\AA}^2 .
\end{equation}
This is 0.4 of the planar value, as Eq.~(\ref{eq:ratio}) gives for $K'/K=0.4$. The line moves from $0.326$ to $0.131$~MHz. For this donor, and with $K$ unchanged, adduct formation lowers the frequency. The line does not vanish, since $K'\neq K$.

\paragraph{A flattened tetrahedron.} Four equal ligands with $\beta=15^\circ$ give $V_{zz}=0.357$~V/\AA$^2$. The slope of Eq.~(\ref{eq:slope}) is $-0.089$~V/\AA$^2$ per degree, and the change of $-4.47^\circ$ predicts $0.40$~V/\AA$^2$, about 11\% above the full value. The difference comes mainly from the next order: the second derivative of $V_{zz}$ is $18K\cos2\beta=14K$ at the regular shape, so the correction is $7K(\delta\beta)^2\approx-0.04$~V/\AA$^2$ for $\delta\beta=-0.078$~rad.

\section{Valence electrons and the limits of the model}
\label{sec:valence}

An electron of M at distance $r$ and polar angle $\theta$ is a charge $-e$, and by Eq.~(\ref{eq:general}) it contributes $-e(3\cos^2\theta-1)/(4\pi\varepsilon_0r^3)$ to $V_{zz}$. The angular density of a $p_z$ orbital is $(3/4\pi)\cos^2\theta$, and that of $p_x$ is $(3/4\pi)\sin^2\theta\cos^2\varphi$. With $u=\cos\theta$,
\begin{align}
\langle u^2\rangle_{p_z}&=\frac3{4\pi}\,2\pi\int_{-1}^{1}u^4\,du=\frac35,\\
\langle u^2\rangle_{p_x}&=\frac3{4\pi}\,\pi\int_{-1}^{1}(1-u^2)u^2\,du=\frac15.
\end{align}
The averages of $3u^2-1$ are therefore $4/5$ for $p_z$ and $-2/5$ for $p_x$ and, by symmetry, $p_y$. Let $p_x$ and $p_y$ each hold $n_{\rm in}$ electrons and $p_z$ hold $n_z$, with a common radial function and no coherence between the orbitals. Then
\begin{equation}
V_{zz}^{\rm val}=\frac45\,(n_{\rm in}-n_z)\,\frac{e\langle r^{-3}\rangle}{4\pi\varepsilon_0}.
\end{equation}
In a planar halide the bonds populate the in-plane orbitals, and $n_{\rm in}>n_z$ gives a positive term, the same sign as that of negative ligands. In a regular tetrahedron, with the cube axes used above, the threefold rotations permute the $p$ orbitals. If the electron density has these rotations, the occupations are equal and the term vanishes.

For the chosen values $n_{\rm in}=0.5$, $n_z=0$ and $\langle r^{-3}\rangle=1\,a_0^{-3}$, the last factor is $97.17$~V/\AA$^2$ and
\begin{equation}
V_{zz}^{\rm val}=0.8\times0.5\times97.17=38.9\ \text{V/\AA}^2,
\end{equation}
which is 14.4 times the ligand term. The factor $r^{-3}$ favours charge close to the nucleus, so a modest imbalance of $p$ occupations can outweigh whole ligand charges at bond distance. The point-charge frequencies above are thus no estimate for a real halide. The same holds for their dependence on $\beta$: the ratio of Eq.~(\ref{eq:ratio}) and the zero for the pyramid with right angles describe the ligand term only, and the valence term need not follow them. Also left out are the polarization of the core of M and the spatial extent of the ligand charge. What carries over to the full electron density is the symmetry: an axial tensor for the regular planar halide and a vanishing one for the regular tetrahedron, provided that the density and the surroundings have the rotations of the nuclear frame, as in an isolated closed-shell molecule. An orbitally degenerate open shell, such as a single $d$ electron on M, can give a gradient even when the nuclei form a regular tetrahedron.

\section{Notes for implementation}

Equation~(\ref{eq:general}) should be summed in Cartesian axes and the tensor diagonalized, with eigenvalues ordered by magnitude. At a regular tetrahedral site with equal ligands the computed $\eta$ is a quotient of rounding errors, so it should be reported only if $|V_{zz}|$ exceeds a threshold set by the numerical error.

An independent check takes second derivatives of the summed Coulomb potential. If $D(\mathbf u)=\sum_{ij}u_iu_jV_{ij}$ is the second derivative along $\mathbf u$, the diagonal elements are $D(\mathbf e_i)$. For $i\neq j$,
\begin{equation}
V_{ij}=\tfrac14\left[D(\mathbf e_i+\mathbf e_j)-D(\mathbf e_i-\mathbf e_j)\right],
\end{equation}
because $V_{ii}+V_{jj}$ cancels and $\pm2V_{ij}$ adds to $4V_{ij}$. With fourth-order differences and a step of 0.01~\AA, all elements for the regular tetrahedron of the example stay below $10^{-6}$~V/\AA$^2$ in magnitude. The numerical output below lists the main values of the worked example.

\section*{Computed results}
\begin{verbatim}
Halide charge q: -0.5 e
Bond length d: 2.0 angstrom
e/(4 pi eps0): 14.3996 V angstrom
K = q/(4 pi eps0 d^3): -0.9000 V/angstrom^2
Planar MX3, Vxx: -1.3500 V/angstrom^2
Planar MX3, Vyy: -1.3500 V/angstrom^2
Planar MX3, Vzz: 2.6999 V/angstrom^2
Planar MX3, Vzz: 2.6999e+20 V/m^2
Nuclear spin I: 1.5 (no unit)
Nuclear quadrupole moment Q: 0.1 barn
Planar MX3, coupling e Q Vzz/h: 0.6528 MHz
Planar MX3, line frequency: 0.3264 MHz
Tetrahedral bend beta: 19.47 degree
Three halides at that bend, Vzz: 1.8000 V/angstrom^2
Equal fourth ligand alone, Vzz: -1.8000 V/angstrom^2
Regular MX4, largest |Vij| below 1e-6 V/angstrom^2: True
Donor charge: -0.2 e
Donor distance: 2.0 angstrom
K' of donor: -0.3600 V/angstrom^2
Adduct, tetrahedral angles, Vzz: 1.0800 V/angstrom^2
Adduct, line frequency: 0.1306 MHz
Flattened MX4, beta: 15.0 degree
Flattened MX4, Vzz: 0.3574 V/angstrom^2
Slope dVzz/dbeta at regular MX4: -0.0888 V/angstrom^2 per degree
Bare pyramid with zero EFG, beta: 35.26 degree
Bare pyramid with zero EFG, bond angle: 90.00 degree
Angular factor of p_x: -0.4000 (no unit)
Angular factor of p_z: 0.8000 (no unit)
In-plane p occupation, each orbital: 0.5 electrons
p_z occupation: 0.0 electrons
Chosen <r^-3>: 1.0 a0^-3
e<r^-3>/(4 pi eps0): 97.17 V/angstrom^2
Valence p contribution to Vzz: 38.87 V/angstrom^2
Ratio valence/ligand Vzz: 14.4 (no unit)
\end{verbatim}
